\section*{The Grahame equation and diffuse-layer capacitance derived in two ways}

\section{The error of a fixed capacitance}

An electrode in a dilute salt solution carries a charge that is balanced by a cloud of ions, the diffuse layer. At small potentials this layer acts as a parallel-plate capacitor whose gap is the Debye length. For a 1:1 salt at 10 mmol/L and 25~$^\circ$C, the capacitance is then 22.83 $\mu$F/cm$^2$. If that value is kept at a diffuse-layer potential of $-80$ mV, the predicted charge is
\[
22.83\times(-0.080)=-1.83\ \mu\text{C/cm}^2 .
\]
The mean-field theory derived below gives $-2.66\ \mu$C/cm$^2$, so the fixed capacitor misses 31\% of the charge. It does worse for the response to a small change of potential, where the theory gives 56.6 $\mu$F/cm$^2$. What is needed is the relation between charge and potential at any potential, and its slope.

\section{Model and statement}

A flat, uniformly charged wall faces a half-space of $z{:}z$ electrolyte, with $z>0$. The coordinate $x$ points into the solution, and $x=0$ is the plane where the diffuse layer starts. Far away the solution is neutral and field-free, and each ion has number density $n_0$. The potential $\psi$ is measured from the bulk, and $\psi_d=\psi(0)$. The temperature $T$ and permittivity $\varepsilon$ are uniform, the ions are points, and each ion feels the mean potential alone. There is no charge between the wall and $x=0$. The charge per area $\sigma$ on the wall balances the ions:
\begin{equation}
\sigma=-\int_0^\infty\rho\,dx ,\qquad \rho=ze(n_+-n_-). \label{neutral}
\end{equation}
With the Debye length
\begin{equation}
\lambda=\sqrt{\frac{\varepsilon kT}{2z^2e^2n_0}}, \label{debye}
\end{equation}
the results to be shown are
\begin{align}
\sigma&=\sqrt{8\varepsilon kTn_0}\,\sinh\frac{ze\psi_d}{2kT}, \label{grahame}\\
C_d&\equiv\frac{d\sigma}{d\psi_d}=\frac{\varepsilon}{\lambda}\cosh\frac{ze\psi_d}{2kT}. \label{cap}
\end{align}
The first is the Grahame equation. The second is the differential capacitance per area of the diffuse layer, taken at fixed $n_0$, $T$ and $\varepsilon$.

\section{First derivation: integrating the Poisson--Boltzmann equation}

\subsection{The field at every point}

In equilibrium the electrochemical potential of each ion is uniform. For dilute point ions this reads
\[
kT\ln n_\pm\pm ze\psi=kT\ln n_0 ,
\]
because $\psi=0$ in the bulk. Hence $n_\pm=n_0e^{\mp ze\psi/kT}$, and the charge density is
\[
\rho=zen_0\left(e^{-ze\psi/kT}-e^{ze\psi/kT}\right)=-2zen_0\sinh\frac{ze\psi}{kT}.
\]
Poisson's equation $\varepsilon\psi''=-\rho$ becomes the Poisson--Boltzmann equation,
\begin{equation}
\varepsilon\psi''=2zen_0\sinh\frac{ze\psi}{kT}. \label{pb}
\end{equation}
Multiply both sides by $\psi'$. Each side is then a total derivative:
\[
\frac{d}{dx}\left[\frac{\varepsilon}{2}\psi'^2\right]
=\frac{d}{dx}\left[2n_0kT\cosh\frac{ze\psi}{kT}\right].
\]
On the right, differentiating the cosh brings down $ze\psi'/kT$, which cancels $kT$ and restores $2zen_0\psi'\sinh(ze\psi/kT)$. Integration gives
\[
\frac{\varepsilon}{2}\psi'^2=2n_0kT\cosh\frac{ze\psi}{kT}+A .
\]
In the bulk $\psi=\psi'=0$, so $A=-2n_0kT$. The first integral is
\begin{equation}
\frac{\varepsilon}{2}\psi'^2=2n_0kT\left[\cosh\frac{ze\psi}{kT}-1\right]. \label{first}
\end{equation}

The identity $\cosh 2a-1=2\sinh^2a$ turns the right side into a square:
\[
\psi'^2=\frac{8n_0kT}{\varepsilon}\sinh^2\frac{ze\psi}{2kT}.
\]
The sign of the root follows from the decay. Where $\psi\neq0$, the slope is nonzero. If $\psi$ reached zero at a finite $x$, the slope would vanish there too, and the solution of (\ref{pb}) with those values is $\psi=0$ everywhere. A nonzero potential therefore keeps its sign and moves steadily towards zero, so $\psi'$ has the sign opposite to $\psi$:
\begin{equation}
\psi'=-\sqrt{\frac{8n_0kT}{\varepsilon}}\,\sinh\frac{ze\psi}{2kT}. \label{slope}
\end{equation}

\subsection{Charge and capacitance}

Insert $\rho=-\varepsilon\psi''$ into (\ref{neutral}):
\[
\sigma=\varepsilon\int_0^\infty\psi''dx
=\varepsilon[\psi'(\infty)-\psi'(0)]=-\varepsilon\psi'(0).
\]
With (\ref{slope}) at $x=0$, the two minus signs cancel. Since $\varepsilon\sqrt{8n_0kT/\varepsilon}=\sqrt{8\varepsilon kTn_0}$, the result is (\ref{grahame}).

Differentiation with respect to $\psi_d$ gives
\[
C_d=\sqrt{8\varepsilon kTn_0}\,\frac{ze}{2kT}\cosh\frac{ze\psi_d}{2kT}.
\]
The factor in front is
\[
\sqrt{\frac{8\varepsilon kTn_0z^2e^2}{4k^2T^2}}
=\sqrt{\frac{2\varepsilon z^2e^2n_0}{kT}}
=\varepsilon\sqrt{\frac{2z^2e^2n_0}{\varepsilon kT}}=\frac{\varepsilon}{\lambda},
\]
which proves (\ref{cap}).

\section{Second derivation: balance of forces on the whole layer}

\subsection{Pressure at the wall}

This route never solves for the potential inside the layer. Consider the solution between $x=0$ and a plane in the bulk, per unit area. Let $P$ be the fluid pressure. The wall side pushes in the $+x$ direction with $P(0)$, the bulk pushes back with $P_b$, and the field $E$ pulls on the ionic charge. At rest the sum is zero:
\[
P(0)-P_b+\int_0^\infty\rho E\,dx=0 .
\]
The permittivity is taken as independent of position and composition, so no further electric body force enters. Gauss's law $\rho=\varepsilon E'$ gives
\[
\int_0^\infty\rho E\,dx=\varepsilon\int_0^\infty EE'\,dx=-\frac{\varepsilon}{2}E(0)^2 .
\]
The same law in (\ref{neutral}) gives $\sigma=\varepsilon E(0)$, and therefore
\begin{equation}
P(0)-P_b=\frac{\sigma^2}{2\varepsilon}. \label{force}
\end{equation}
The net ionic charge is drawn to the wall whatever the sign of $\sigma$, and the raised pressure balances that pull.

The pressure is tied to the ion densities by the solvent, which is also in equilibrium. A solvent molecule of fixed volume $v$ gains chemical potential $vP$ from pressure. In a dilute solution it loses $kT$ times the number of ions per solvent molecule, which is $kTv(n_++n_-)$. The sum is uniform, so $P-kT(n_++n_-)$ is uniform, and
\begin{equation}
P(0)-P_b=kT\left[n_+(0)+n_-(0)-2n_0\right]. \label{osmotic}
\end{equation}
This is the excess osmotic pressure at the wall.

\subsection{Charge and capacitance}

Equal electrochemical potential is now needed between two places, the plane $x=0$ and the bulk. With $y=ze\psi_d/kT$ it gives $n_\pm(0)=n_0e^{\mp y}$. Equating (\ref{force}) and (\ref{osmotic}),
\begin{align*}
\sigma^2&=2\varepsilon kTn_0\left(e^{y}+e^{-y}-2\right)
=2\varepsilon kTn_0\left(e^{y/2}-e^{-y/2}\right)^2\\
&=8\varepsilon kTn_0\sinh^2\frac{y}{2}.
\end{align*}
Thus $\sigma$ and $\psi_d$ vanish together. The relation between them does not depend on how the wall is charged, so take a conducting wall whose surface lies at $x=0$, held at fixed potential. Its equilibrium is stable only if $d\psi_d/d\sigma>0$, since otherwise a small charge fluctuation would lower the free energy and grow. The two quantities therefore have the same sign, and the square root is (\ref{grahame}).

The capacitance follows without the square root. Differentiate the force balance, using $dn_\pm(0)=\mp(ze/kT)\,n_\pm(0)\,d\psi_d$:
\[
\frac{\sigma\,d\sigma}{\varepsilon}=kT\,[dn_+(0)+dn_-(0)]
=-ze\,[n_+(0)-n_-(0)]\,d\psi_d=-\rho(0)\,d\psi_d .
\]
Hence, for $\sigma\neq0$,
\begin{equation}
C_d=-\frac{\varepsilon\rho(0)}{\sigma}. \label{local}
\end{equation}
The capacitance is fixed by the ionic charge density at the edge of the layer, divided by the field there. To recover (\ref{cap}), insert $\rho(0)=-2zen_0\sinh y=-4zen_0\sinh(y/2)\cosh(y/2)$ and (\ref{grahame}). The factor $\sinh(y/2)$ cancels:
\[
C_d=\frac{4\varepsilon zen_0}{\sqrt{8\varepsilon kTn_0}}\cosh\frac y2
=\sqrt{\frac{2\varepsilon z^2e^2n_0}{kT}}\cosh\frac y2
=\frac{\varepsilon}{\lambda}\cosh\frac y2 .
\]
At $\sigma=0$ the value follows by continuity.

\section{What each derivation assumes}

The first derivation uses Boltzmann densities at every $x$ and yields the field at every $x$. The second uses them at $x=0$ alone, but it adds mechanical equilibrium and the osmotic pressure of a dilute solution. In the present model the added statements are not independent. Differentiating $n_\pm=n_0e^{\mp ze\psi/kT}$ gives $kT\,n_\pm'=\pm zen_\pm E$, and the sum over both ions is
\[
\frac{d}{dx}\left[kT(n_++n_-)\right]=\rho E ,
\]
which is the local force balance. The converse fails: this is one equation for two densities, so mechanics cannot replace the separate equilibrium of each ion.

The routes also show where a change of model enters. For a salt with several ions of charge $z_ie$ and bulk density $n_{i0}$, the second route gives at once
\[
\sigma^2=2\varepsilon kT\sum_i n_{i0}\left(e^{-z_ie\psi_d/kT}-1\right),
\]
where bulk neutrality has not been needed to combine terms. The single sinh of (\ref{grahame}) appears when all ions carry charges of the same magnitude, as in one $z{:}z$ salt or a mixture of salts with the same $z$.

If two equally charged walls face each other across a gap connected to a reservoir of density $n_0$, the field vanishes at the midplane, where the potential is $\psi_m\neq0$. The constant in the first integral changes, and (\ref{first}) at the wall becomes
\[
\frac{\sigma^2}{2\varepsilon}=2n_0kT\left[\cosh\frac{ze\psi_d}{kT}-\cosh\frac{ze\psi_m}{kT}\right].
\]
At the same $\psi_d$ the charge on each wall is smaller than (\ref{grahame}) gives. The Grahame equation thus needs a gap wide enough that $\cosh(ze\psi_m/kT)-1$ is small compared with $\cosh(ze\psi_d/kT)-1$.

\section{Limits and the meaning of the capacitance}

For $|ze\psi_d|\ll2kT$, $\sinh a\approx a$ and $\cosh a\approx1$. Then $\sigma\approx(\varepsilon/\lambda)\psi_d$, the parallel-plate law. For larger potentials, use $\cosh^2a=1+\sinh^2a$ and eliminate $\psi_d$. Because $\sqrt{8\varepsilon kTn_0}=(\varepsilon/\lambda)(2kT/ze)$,
\begin{equation}
C_d=\sqrt{\left(\frac{\varepsilon}{\lambda}\right)^2+\left(\frac{ze\sigma}{2kT}\right)^2}. \label{fixedcharge}
\end{equation}
At high charge $C_d\approx ze|\sigma|/2kT$, in which the salt concentration no longer appears. The counterions drawn in by the wall then set the structure of the layer near it.

The growth of $C_d$ has a geometric meaning. Integrate by parts, with $\psi$ and $x\psi'$ vanishing in the bulk:
\[
\int_0^\infty x\rho\,dx=-\varepsilon\int_0^\infty x\psi''dx
=\varepsilon\int_0^\infty\psi'dx=-\varepsilon\psi_d .
\]
A small change of potential alters the density by $\delta\rho$, with $\int x\,\delta\rho\,dx=-\varepsilon\,\delta\psi_d$ and $\int\delta\rho\,dx=-\delta\sigma$. The mean distance of the added charge is therefore
\[
X=\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}=\frac{\varepsilon}{C_d}
=\frac{\lambda}{\cosh(ze\psi_d/2kT)} .
\]
Added charge sits closer to the wall as $|\psi_d|$ rises. The same argument for the whole charge gives the mean distance $\varepsilon\psi_d/\sigma$, which belongs to the integral capacitance $\sigma/\psi_d$.

\section{A silver electrode in dilute sodium fluoride}

Take a silver electrode in 10 mmol/L NaF at 25~$^\circ$C, with $\psi_d=-80$ mV and a rough relative permittivity of 78.4. This pair is chosen because the ions adsorb only weakly on the metal, as the model requires. The diffuse-layer numbers below would be the same for any metal and any 1:1 salt under these conditions. With $kT/e=25.693$ mV,
\[
\frac{e\psi_d}{2kT}=\frac{-80.0}{2\times25.693}=-1.557,\qquad
\sinh=-2.267,\quad\cosh=2.477 .
\]
The prefactor $\sqrt{8\varepsilon kTn_0}$ is 1.1733 $\mu$C/cm$^2$, and $\varepsilon/\lambda$ is 22.83 $\mu$F/cm$^2$. Hence
\begin{align*}
\sigma&=1.1733\times(-2.267)=-2.66\ \mu\text{C/cm}^2=-0.166\ e/\text{nm}^2,\\
C_d&=22.83\times2.477=56.6\ \mu\text{F/cm}^2 .
\end{align*}
The integral capacitance is $2.659/0.080=33.2\ \mu$F/cm$^2$, well below $C_d$, because it averages the slope from zero potential. The Debye length is 3.04 nm, yet the added charge sits on average 1.23 nm from the plane $x=0$, and the whole diffuse charge 2.09 nm.

Relation (\ref{local}) gives the capacitance from wall values. The cation and anion concentrations at $x=0$ are 0.2251 and 0.0004 mol/L. Before rounding, their difference is 22.46 times the bulk value of 0.006022 nm$^{-3}$, or 0.1353 $e$/nm$^3$. From the two forms of $\sigma$ above, 1 $e$/nm$^2$ is 16.02 $\mu$C/cm$^2$, so $\rho(0)=2.167\ \mu$C/cm$^2$ per nm. The field is $-0.3831$ MV/cm, or $-0.03831$ V/nm, and $2.167/0.03831=56.6\ \mu$F/cm$^2$ again. The field stress and the osmotic excess at this plane are both 509 kPa.

Equation (\ref{pb}) was also solved numerically as a boundary-value problem, without the first integral, and the ionic charge was integrated. The cases were $-80$, 0 and 30 mV at 10 mmol/L and $-130$ mV at 1 mmol/L for a 1:1 salt, and 60 mV at 50 mmol/L for a 2:2 salt. At the nonzero potentials the charge agreed with (\ref{grahame}) to a relative $4\times10^{-9}$. The capacitance, from differences over $\pm0.5$ mV, agreed with (\ref{cap}) to $6.3\times10^{-5}$ in all five cases. That remainder is the error of the difference: for a sinh it is $h^2/6$ with $h=ze(0.5\text{ mV})/2kT$, which is $6.3\times10^{-5}$ for $z=2$.

\section{The real electrode}

The largest omission sized here is the compact layer between the metal and $x=0$. Give it a constant capacitance $C_H=25\ \mu$F/cm$^2$, a value of the size found on mercury and used here for illustration. It adds a voltage $\sigma/C_H=-106$ mV, so the electrode stands at $-186$ mV from its potential of zero charge. Differentiating $U=\psi_d+\sigma/C_H$ with respect to $\sigma$ gives
\[
\frac1C=\frac1{C_d}+\frac1{C_H},\qquad
C=\frac{56.57\times25.0}{56.57+25.0}=17.3\ \mu\text{F/cm}^2 .
\]
This is 69\% below $C_d$. The figure depends on $C_H$. Values reported for silver faces near the potential of zero charge are several times larger, and with $C_H=75\ \mu$F/cm$^2$ the same formula gives $32.2\ \mu$F/cm$^2$, 43\% below $C_d$. A real compact layer also varies with charge and with the crystal face, so the constant $C_H$ is a further simplification. Current through the interface and specific adsorption of ions are also left out.

Other effects were sized one at a time, at fixed $\psi_d=-80$ mV and 10 mmol/L. Changes refer to the magnitudes given by (\ref{grahame}) and (\ref{cap}).
\begin{itemize}
\item Ions that each fill a lattice cell 0.7 nm wide lower the charge by 1.0\% and $C_d$ by 3.1\%.
\item Dielectric saturation of water, with a rough saturation field of 0.71 MV/cm, lowers them by 0.5\% and 1.4\%.
\item Attraction of each ion to its image in the metal, with the image plane 0.35 nm behind $x=0$, raises them by about 8\% and 12\%. This one-ion estimate puts water right up to the metal. A compact layer of low permittivity repels ions that come close to it, so the sign of the net effect is not settled.
\item At 50~$^\circ$C, with a rough permittivity of 70, the charge falls by 14\% and $C_d$ by 19\%. Most of the fall in charge comes from the smaller argument of the sinh, which alone lowers it by 12\%.
\end{itemize}
If the relative permittivity is assumed to fall by 12 for each mol/L of ions, a high value that is closer to the fall per mol/L of salt, the ions at $x=0$ put it about 3.5\% below that of pure water, which is an upper estimate. This effect is not carried through to the charge.

Correlations between ions are judged by comparing two lengths. The Bjerrum length $l_B=e^2/4\pi\varepsilon kT$, at which two unit charges interact with energy $kT$, is 0.715 nm. The length $b=2\varepsilon kT/e|\sigma|=e/(2\pi l_B|\sigma|)$ measures how tightly the wall holds a monovalent ion. Their ratio is $2\pi l_B^2|\sigma|/e=0.53$. It is not a percentage error, but it is not small enough to dismiss correlations. For valence $z$ the interaction grows as $z^2$ and $b$ shrinks as $1/z$, so at the same charge divalent ions raise the ratio eightfold, to 4.3, and mean-field theory is then doubtful.

A concentrated plating bath lies outside the model for a simpler reason. At 1 mol/L of a 1:1 salt the formula gives $\lambda=0.30$ nm, less than the 0.7 nm assumed for a hydrated ion, so point ions are no longer a sound picture. Taken at face value, $C_d$ at zero potential is 228 $\mu$F/cm$^2$, and in series with the same $C_H$ the total is 22.5 $\mu$F/cm$^2$, within 10\% of the compact layer alone. In the dilute solution the total at zero potential is $22.83\times25.0/47.83=11.9\ \mu$F/cm$^2$, and there the diffuse layer matters about as much as the compact one. Both comparisons hold for $C_H=25\ \mu$F/cm$^2$. With $C_H=75\ \mu$F/cm$^2$ the total at 1 mol/L lies 25\% below the compact layer alone, and in the dilute solution the diffuse layer supplies about three quarters of $1/C$. The numerical output lists the charge and capacitance at further potentials.

\section*{Computed results}
\begin{verbatim}
INPUTS: silver in NaF solution, rough typical values
temperature 298.15 K, relative permittivity 78.4
concentration 0.010 mol/L, valence 1, psi_d -80.0 mV
compact-layer capacitance 25.0 uF/cm2
RESULTS
bulk density of each ion 0.006022 nm^-3
thermal voltage kT/e 25.693 mV
Debye length 3.040 nm
e psi_d/2kT -1.5569, sinh -2.2666, cosh 2.4774
charge prefactor sqrt(8 eps kT n0) 1.1733 uC/cm2
Grahame charge -2.6594 uC/cm2
charge from numerical solution -2.6594 uC/cm2
capacitance at zero potential 22.83 uF/cm2
differential capacitance C_d 56.57 uF/cm2
integral capacitance sigma/psi_d 33.24 uF/cm2
mean distance of added charge 1.227 nm
mean distance of whole diffuse charge 2.088 nm
field at x=0: -0.3831 MV/cm
at x=0: cations 0.2251 mol/L, anions 0.000444 mol/L
FIRST INTEGRAL: x nm, psi mV, field stress kPa, osmotic excess kPa
0.0  -80.000  509.4128  509.4128
1.0  -52.301  143.4795  143.4795
3.0  -25.480  26.4457  26.4457
6.0  -9.334  3.3077  3.3077
TABLE: psi_d mV, sigma uC/cm2, C_d uF/cm2
0  0.000  22.83
-25  -0.594  25.59
-50  -1.331  34.52
-80  -2.659  56.57
-120  -6.005  119.07
LARGEST RELATIVE DIFFERENCES, formula against numerical solution
charge 3.8e-09, capacitance 6.3e-05, distance 6.3e-05
NEGLECTED EFFECTS
compact-layer voltage -106.4 mV, total -186.4 mV
capacitance of both layers in series 17.34 uF/cm2
ion size 0.70 nm: charge -1.04 %, C_d -3.07 %
saturation field 0.71 MV/cm: charge -0.47 %, C_d -1.41 %
metal image plane at 0.35 nm: charge +8.22 %, C_d +11.67 %
at 323.15 K, permittivity 70.0: charge -13.89 %, C_d -18.60 %
permittivity fall at x=0 from ions, 12 per mol/L: 3.5 %
Bjerrum length 0.715 nm, charges per area 0.1660 nm^-2
correlation parameter 2 pi l_B^2 |sigma|/e 0.533
1 mol/L: Debye length 0.304 nm, C_d at zero potential 228.3 uF/cm2
1 mol/L: in series with compact layer 22.53 uF/cm2
\end{verbatim}
